# Linear Andreev levels in a long, perfectly transparent ballistic junction, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two mirrors to the level condition

### The decision

Suppose a superconductor–normal–superconductor junction is to be designed so that its Andreev levels lie a chosen energy apart. The calculation begins with a choice of length. If the levels depend on the normal region alone, the gap of the leads drops out and one formula with the normal length $L$ settles the matter. If the leads count, the gap has to be known as well, and the same target asks for a shorter normal region. For the junction worked out below, with $L=4000$ nm and a gap of 1 meV, the two choices give spacings of 0.354 and 0.318 meV. We therefore need the linear law and also the size of what it leaves out.

We start with leads that act as ideal mirrors, then let the state penetrate into them, and finally weaken the assumption of perfect transparency.

### The model

Take one propagating mode along $x$, with effective mass $m^*$, Fermi wave number $k$, Fermi velocity $v=\hbar k/m^*$ and Fermi energy $E_F=\hbar^2k^2/2m^*$. Energies $E$ are measured from the Fermi level. The pair potential is

$$
D(x)=\begin{cases}\Delta e^{i\varphi_L}, & x<0,\\ 0, & 0<x<L,\\ \Delta e^{i\varphi_R}, & x>L,\end{cases}
$$

with $\Delta>0$ and phase difference $\varphi=\varphi_R-\varphi_L$. The leads have the same mass and Fermi energy as the normal region. There is no barrier, no disorder and no magnetic field. The gap is taken as given and independent of energy, so this is a mean-field model without a self-consistent gap.

Let $U$ be the amplitude for a spin-up electron and $W$ the amplitude for a hole in the spin-down states. The Bogoliubov–de Gennes equations are

$$
\left(-\frac{\hbar^2}{2m^*}\partial_x^2-E_F\right)U+D\,W=E\,U,
$$

$$
-\left(-\frac{\hbar^2}{2m^*}\partial_x^2-E_F\right)W+D^*U=E\,W .
$$

The low-energy states oscillate rapidly, on the scale $1/k$, while their envelopes vary slowly. We separate the two by writing

$$
U=e^{iskx}f(x),\qquad W=e^{iskx}g(x),\qquad s=\pm1 .
$$

For $s=+1$ the electron moves to the right, and for $s=-1$ to the left. Differentiating twice gives

$$
\partial_x^2\left(e^{iskx}f\right)=e^{iskx}\left(f''+2iskf'-k^2f\right).
$$

After multiplication by $-\hbar^2/2m^*$, the last term becomes $+E_Ff$ and cancels the $-E_Ff$ in the equation. The middle term becomes $-is\hbar v f'$, because $\hbar^2k/m^*=\hbar v$. The first term, $-(\hbar^2/2m^*)f''$, is dropped. This is the Andreev approximation.

To see what it costs, define the coherence length

$$
\xi=\frac{\hbar v}{\Delta}.
$$

Well inside the gap the envelope changes over a distance of about $\xi$, so $f''$ is of order $f'/\xi$. The dropped term relative to the kept one is then

$$
\frac{\hbar^2/(2m^*\xi)}{\hbar v}=\frac{1}{2k\xi}=\frac{\Delta}{2\hbar vk}=\frac{\Delta}{4E_F},
$$

where the last step uses $\hbar vk=2E_F$. The approximation needs $\Delta\ll E_F$.

The hole equation carries the opposite overall sign. The envelope equations are therefore

$$
-is\hbar v f'+D\,g=E f,\qquad +is\hbar v g'+D^*f=E g. \tag{1}
$$

They contain no coupling between $s=+1$ and $s=-1$. An electron can turn into a hole, but it cannot be reflected as an electron. This is what perfect transparency means here, and it holds to the accuracy of the Andreev approximation.

Equations (1) are of first order, so $f$ and $g$ must be continuous at $x=0$ and $x=L$, and no condition is placed on their derivatives. A common factor multiplying $f$ and $g$ is free. All the matching can therefore be done with the single ratio

$$
\rho(x)=\frac{g(x)}{f(x)} .
$$

### The normal region

For $0<x<L$ we have $D=0$. Since $1/(-is)=is$, the first equation gives $f'=(isE/\hbar v)f$. The second gives $g'=-(isE/\hbar v)g$. Hence

$$
f=f(0)e^{isEx/\hbar v},\qquad g=g(0)e^{-isEx/\hbar v},
$$

$$
\rho(L)=\rho(0)\,e^{-2isEL/\hbar v}. \tag{2}
$$

The Fermi wave number has dropped out of the ratio, because electron and hole share the factor $e^{iskx}$. What remains is the small wave-number difference $2E/\hbar v$ between them. Each component contributes $EL/\hbar v$, which is the origin of the factor 2.

As a check, (2) gives $\rho(L)=\rho(0)$ at $E=0$. Electron and hole at the Fermi level stay in step over any length.

### Simplest case: mirrors with a fixed phase

Let $|E|\ll\Delta$ and neglect $E$ inside the leads. In the right lead (1) becomes

$$
-is\hbar v f'+\Delta e^{i\varphi_R}g=0,\qquad is\hbar v g'+\Delta e^{-i\varphi_R}f=0 .
$$

The first equation gives $g=is\xi e^{-i\varphi_R}f'$. Inserted in the second, with $(is)^2=-1$, it yields

$$
-\hbar v\,\xi f''+\Delta f=0,\qquad\text{so}\qquad f''=\frac{f}{\xi^2}.
$$

A bound state must decay for $x\to+\infty$, so $f'=-f/\xi$. Putting this back into the expression for $g$,

$$
\rho(L)=-is\,e^{-i\varphi_R}.
$$

In the left lead the state must decay for $x\to-\infty$. There $f'=+f/\xi$ and

$$
\rho(0)=+is\,e^{-i\varphi_L}.
$$

Dividing the two and using (2),

$$
e^{-2isEL/\hbar v}=\frac{\rho(L)}{\rho(0)}=-e^{-i(\varphi_R-\varphi_L)}=-e^{-i\varphi}.
$$

We move the phase to the left and get $e^{-2isEL/\hbar v+i\varphi}=-1$. The exponent must be $i$ times an odd multiple of $\pi$:

$$
-\frac{2sEL}{\hbar v}+\varphi=\text{odd}\times\pi .
$$

Multiplication by $-s$ turns an odd multiple of $\pi$ into another odd multiple, which we call $2\pi(m+\tfrac12)$ with integer $m$. Since $s^2=1$,

$$
\frac{2EL}{\hbar v}-s\varphi=2\pi\left(m+\tfrac12\right),
$$

$$
E_{m,s}=\frac{\pi\hbar v}{L}\left(m+\frac12+\frac{s\varphi}{2\pi}\right). \tag{3}
$$

This is the linear law. Each branch is a straight line in $\varphi$ with slope $s\hbar v/2L$. The sign belongs to the convention $\varphi=\varphi_R-\varphi_L$: levels with a right-moving electron rise with $\varphi$, and levels with a left-moving electron fall.

### What the simplest law says

At fixed $\varphi$, successive levels of one branch are separated by

$$
E_{m+1,s}-E_{m,s}=\frac{\pi\hbar v}{L}. \tag{4}
$$

This is the spacing that is inversely proportional to length. Neighbouring levels of the two branches taken together are in general not equally spaced. For $0<\varphi<\pi$ the positive levels are

$$
\frac{\pi\hbar v}{L}\left(m+\frac12\mp\frac{\varphi}{2\pi}\right),\qquad m=0,1,2,\ldots
$$

The distance between the two levels of the same $m$ is a fraction $\varphi/\pi$ of the spacing (4). The distance from the upper one to the next level above it is the remaining fraction $1-\varphi/\pi$. The two fractions are equal at $\varphi=\pi/2$. At $\varphi=0$ the levels meet in pairs.

Three symmetries test the algebra.

1. A phase is defined modulo $2\pi$. Under $\varphi\to\varphi+2\pi$ the bracket in (3) changes by $s$, which replaces $m$ by $m+s$. The set of levels is unchanged, although a single line followed continuously does not return to itself. If the phase is folded into one period, the spectrum is piecewise linear.
2. Changing the sign of (3) gives the level with $m\to-m-1$ and $s\to-s$. The spectrum is symmetric about zero, and the mirror image of a level lies on the other branch.
3. At $\varphi=\pi$ the levels $(m,s)=(0,-1)$ and $(-1,+1)$ are both at zero. They cross there because nothing in (1) couples the two directions of motion.

The equations for a spin-down electron and a spin-up hole have the pair potential $-D$ in place of $D$. This adds $\pi$ to both lead phases and leaves $\varphi$ unchanged, so the spectrum is the same. Without spin–orbit coupling, which the model leaves out, every positive level is available to a quasiparticle of either spin.

### First numbers

For an example we take a quantum well of indium arsenide with sheet density $n=5\times10^{11}$ cm$^{-2}$ and effective mass $0.03\,m_0$. The leads are parts of the same well, made superconducting by niobium on top, with an induced gap $\Delta=1$ meV. These are rough round values. The well continues under the metal, so equal velocities in the leads and the normal region are the simplest starting point. A metal on top generally changes the density beneath it, and the mismatch reflects electrons. In this example a density 10% higher in the leads moves the zero levels at $\varphi=\pi$ by up to 0.005 meV, and a doubled density by up to 0.034 meV.

We consider the mode that runs straight across the junction. A two-dimensional gas with two spin states has $n=k^2/2\pi$. Since $5\times10^{11}$ cm$^{-2}$ is $0.005$ nm$^{-2}$,

$$
k=\sqrt{2\pi\times0.005}\ \text{nm}^{-1}=0.177\ \text{nm}^{-1}.
$$

The velocity is $v=\hbar k/m^*=6.84\times10^5$ m/s, which gives $\hbar v=450$ meV nm. With $L=4000$ nm,

$$
\frac{\pi\hbar v}{L}=\frac{\pi\times450.2}{4000}\ \text{meV}=0.354\ \text{meV}.
$$

The Fermi energy is 39.9 meV, so $\Delta/E_F=0.025$ and the estimate $\Delta/4E_F$ for the dropped term is 0.006. The coherence length is $\xi=450.2/1.00=450$ nm, about a ninth of $L$. That is small enough to call the junction long, but large enough to make us ask what happens inside the leads.

### Generalization: mirrors with a finite depth

We now keep $E$ in the leads, for $|E|<\Delta$. In the right lead both envelopes vary as $e^{-\kappa(x-L)}$ with $\kappa>0$. The two equations (1) become

$$
\Delta e^{i\varphi_R}g=(E-is\hbar v\kappa)f,\qquad
\Delta e^{-i\varphi_R}f=(E+is\hbar v\kappa)g .
$$

Multiplying them together and cancelling $fg$ gives the condition for a solution,

$$
\Delta^2=E^2+(\hbar v\kappa)^2 .
$$

The two terms can be written with one angle:

$$
E=\Delta\cos\beta,\qquad \hbar v\kappa=\Delta\sin\beta,\qquad 0<\beta<\pi. \tag{5}
$$

The range of $\beta$ follows from $\kappa>0$, while $E$ may have either sign. The first equation then gives

$$
\rho(L)=e^{-i\varphi_R}(\cos\beta-is\sin\beta)=e^{-i\varphi_R-is\beta}.
$$

In the left lead the envelopes vary as $e^{+\kappa x}$. This changes the sign of $\kappa$ in the equations, so

$$
\rho(0)=e^{-i\varphi_L+is\beta}.
$$

For $|E|\ll\Delta$ the angle is close to $\pi/2$, where $e^{\mp is\pi/2}=\mp is$. This reproduces the ratios of the simplest case.

Equation (2) now gives $e^{-2isEL/\hbar v}=e^{-i\varphi-2is\beta}$. The exponents agree up to a multiple of $2\pi i$. Dividing by $i$ and multiplying by $-s$,

$$
\frac{2EL}{\hbar v}=s\varphi+2\beta+2\pi m,
$$

with any integer $m$. It is convenient to measure energy in units of the gap and length in units of $\xi$:

$$
\varepsilon=\frac{E}{\Delta},\qquad \lambda=\frac{L}{\xi},\qquad \frac{EL}{\hbar v}=\lambda\varepsilon .
$$

From (5), $\beta=\arccos\varepsilon=\pi/2-\arcsin\varepsilon$. We move the arcsine to the left and divide by 2:

$$
\lambda\varepsilon+\arcsin\varepsilon=\theta,\qquad
\theta=\pi\left(m+\tfrac12\right)+\frac{s\varphi}{2}. \tag{6}
$$

This is the level condition for any length within the model. The first term is phase gathered in the normal region. The second comes from the energy dependence of the reflection at the two leads. Dropping the arcsine brings back (3), because $\Delta/\lambda=\hbar v/L$.

### Counting the levels, and the limit of zero length

The derivative of the left side of (6) with respect to $\varepsilon$ is

$$
\lambda+\frac{1}{\sqrt{1-\varepsilon^2}}>0 .
$$

The left side therefore rises steadily from $-(\lambda+\pi/2)$ at $\varepsilon=-1$ to $\lambda+\pi/2$ at $\varepsilon=1$. Each $\theta$ with $|\theta|<\lambda+\pi/2$ gives one level, and any other $\theta$ gives none. The values of $\theta$ on one branch are $\pi$ apart, so a branch holds about $2\lambda/\pi+1$ levels inside the gap. A longer junction holds more levels because they lie closer together.

The opposite limit is a good test, since it does not use the long-junction assumption. For $\lambda\to0$ condition (6) becomes $\varepsilon=\sin\theta$ with $|\theta|<\pi/2$. For $0<\varphi<2\pi$ the branch $s=-1$ satisfies this with $m=0$ and $\theta=\pi/2-\varphi/2$. The branch $s=+1$ satisfies it with $m=-1$ and $\theta=-\pi/2+\varphi/2$. Hence

$$
E=\pm\Delta\cos\frac{\varphi}{2},
$$

with the upper sign for $s=-1$. This is the spectrum of a short transparent junction. It has one level per branch, its energy scale is the gap, and it is curved in phase. Within (6) the zero at $\varphi=\pi$ is common to both limits, since $\theta=0$ gives $\varepsilon=0$ for every $\lambda$. The terms dropped in the Andreev approximation lift it slightly: for the example below the second-order equations give 0.0125 meV at $L=0$ and up to about 0.007 meV near $L=300$ nm.

## Second half: the linear law, its error and its failure

### What is carried over

The junction has normal length $L$, Fermi velocity $v$, gap $\Delta$ and phase difference $\varphi$ (right minus left). The electron moves to the right for $s=+1$ and to the left for $s=-1$. With $\xi=\hbar v/\Delta$, $\lambda=L/\xi$ and $\varepsilon=E/\Delta$, the levels obey

$$
\lambda\varepsilon+\arcsin\varepsilon=\theta=\pi\left(m+\tfrac12\right)+\frac{s\varphi}{2}. \tag{6}
$$

Outside the normal region the state decays as $e^{-\kappa|x|}$, measured from the interface, with $\hbar v\kappa=\sqrt{\Delta^2-E^2}$. The envelopes $f$ (electron) and $g$ (hole) have equal magnitude, since their ratio is a pure phase. The example has $\hbar v=450$ meV nm, $\Delta=1$ meV, $L=4000$ nm and $\lambda=8.885$.

### The linear law with its first correction

For small $\varepsilon$ we have $\arcsin\varepsilon=\varepsilon+\varepsilon^3/6+\ldots$, and (6) reads

$$
(\lambda+1)\varepsilon+\frac{\varepsilon^3}{6}+\ldots=\theta .
$$

Leaving out the cubic term gives $\varepsilon=\theta/(\lambda+1)$. Putting this value into the cubic term gives the next approximation,

$$
\varepsilon=\frac{\theta}{\lambda+1}-\frac{\theta^3}{6(\lambda+1)^4}+\ldots \tag{7}
$$

Since $\Delta/(\lambda+1)=\hbar v/(L+\xi)$, the leading term in ordinary units is

$$
E_{m,s}\simeq\frac{\pi\hbar v}{L+\xi}\left(m+\frac12+\frac{s\varphi}{2\pi}\right). \tag{8}
$$

The levels are still linear in phase, but the length has grown by one coherence length. For $L\gg\xi$ this returns to the law with $L$ alone.

The error can also be bounded without an expansion. Between 0 and 1 the arcsine is convex, so it lies above its tangent at the origin and below the chord joining its end points:

$$
\varepsilon\le\arcsin\varepsilon\le\frac{\pi}{2}\varepsilon .
$$

Adding $\lambda\varepsilon$ and using (6), we find for every positive level in the gap

$$
\frac{\theta}{\lambda+\pi/2}\le\varepsilon\le\frac{\theta}{\lambda+1}. \tag{9}
$$

The simplest law, $\varepsilon=\theta/\lambda$, is therefore too high by a fraction of the true level that lies between $1/\lambda$ and $\pi/2\lambda$. In the example this is between 11% and 18%. The improved law (8) is too high by at most $(\pi/2-1)/(\lambda+1)$, or 6%, and by much less at low energy.

It may seem that the condition $|E|\ll\Delta$ is no longer needed. It matters when the error is compared with the spacing instead of the level itself. The simplest law errs by an energy between $E/\lambda$ and $\pi E/2\lambda$, while its spacing is $\pi\Delta/\lambda$. The ratio lies between $\varepsilon/\pi$ and $\varepsilon/2$. For a level high in the gap this is a sizeable part of a spacing, however long the junction is.

We now have the level condition (6) and the linear law (8), in which the leads add one coherence length to $L$, together with bounds on the error. It remains to see where the extra length comes from, to test the law numerically, and to find how scattering, modes at an angle, a gradual gap and the conditions of a real junction change it.
